# Ring-shaped band edges and the gap of biased bilayer graphene: test program

```python
# Biased bilayer graphene, four-band model with dimer coupling gamma only.
# Results under test (eps = hbar*v*k, W = gamma^2 + U^2, g = 4):
#   gap            Eg = U*gamma/sqrt(W),  edge energy Em = Eg/2
#   ring radius    eps0^2 = U^2 (2 gamma^2 + U^2) / (4 W)
#   DOS, Em<E<U/2  g sqrt(W) E / (2 pi (hbar v)^2 sqrt(E^2 - Em^2))
# U is the energy difference between the layers. Energies in eV, lengths in nm.
# The basis is A1, B1, A2, B2; B1 and A2 form the dimer.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

DEG = 4
velocity = 1.0e6                      # m/s, rough typical value
gamma = 0.4                           # eV, rough typical value
bias = 0.2                            # eV
hbar_v = const.hbar * velocity / const.e * 1e9      # eV nm
k_boltz = const.k / const.e                         # eV/K


def hamiltonian(eps, theta, U, g1, r3=0.0, r4=0.0, shift=0.0):
    """r3, r4: skew and second interlayer velocities over v; shift: dimer site energy."""
    pi = np.asarray(eps) * np.exp(1j * np.asarray(theta))
    H = np.zeros(pi.shape + (4, 4), complex)
    H[..., 0, 1] = pi.conj()
    H[..., 0, 2] = -r4 * pi.conj()
    H[..., 0, 3] = r3 * pi
    H[..., 1, 2] = g1
    H[..., 1, 3] = -r4 * pi.conj()
    H[..., 2, 3] = pi.conj()
    H = H + np.swapaxes(H.conj(), -1, -2)
    return H + np.diag([U / 2, U / 2 + shift, -U / 2 + shift, -U / 2])


def conduction(eps, U, g1):
    return np.linalg.eigvalsh(hamiltonian(eps, 0.0, U, g1))[..., 2]


def edge_formula(U, g1):
    W = g1**2 + U**2
    return U * g1 / (2 * np.sqrt(W)), U * np.sqrt((2 * g1**2 + U**2) / (4 * W))


def edge_numeric(U, g1):
    r = minimize_scalar(lambda e: float(conduction(e, U, g1)), bounds=(0, U),
                        method="bounded", options={"xatol": 1e-11})
    return r.fun, r.x


def dos_formula(E, U, g1):
    W = g1**2 + U**2
    root = np.sqrt(E**2 - edge_formula(U, g1)[0]**2)
    if E < U / 2:
        return DEG * np.sqrt(W) * E / (2 * np.pi * hbar_v**2 * root)
    return DEG * E * (2 + np.sqrt(W) / root) / (4 * np.pi * hbar_v**2)


def dos_numeric(E, U, g1):
    """Sum of k/|dE/dk| over the contours found by diagonalization."""
    start = edge_numeric(U, g1)[1] if U > 0 else 0.0
    f = lambda e: float(conduction(e, U, g1)) - E
    radii = [brentq(f, start, 10.0, xtol=1e-14)]
    if E < conduction(0.0, U, g1):
        radii.append(brentq(f, 0.0, start, xtol=1e-14))
    total = 0.0
    for e in radii:
        state = np.linalg.eigh(hamiltonian(e, 0.0, U, g1))[1][:, 2]
        slope = (state.conj() @ hamiltonian(1.0, 0.0, 0.0, 0.0) @ state).real
        total += e / abs(slope)
    return DEG * total / (2 * np.pi * hbar_v**2)


# Characteristic polynomial, symbolically
p, pc, Us, gs, Es = sp.symbols("p pc U gamma E")
Hs = sp.Matrix([[Us/2, pc, 0, 0], [p, Us/2, gs, 0],
                [0, gs, -Us/2, pc], [0, 0, p, -Us/2]])
xs = p * pc
claimed = Es**4 - Es**2*(gs**2 + Us**2/2 + 2*xs) + (xs - Us**2/4)**2 + gs**2*Us**2/4
assert sp.expand((Es*sp.eye(4) - Hs).det(method="berkowitz") - claimed) == 0

# Completed-square form of the band against diagonalization
W = gamma**2 + bias**2
Em, eps0 = edge_formula(bias, gamma)
sample = np.linspace(0, 1, 41)
S = np.sqrt(gamma**4 / 4 + sample**2 * W)
assert np.allclose(conduction(sample, bias, gamma)**2, Em**2 + (S - W/2)**2 / W, atol=1e-12)

# Gap and ring for biases below and above gamma
for U in (0.05, 0.2, 0.8, 8.0):
    e_num, r_num = edge_numeric(U, gamma)
    e_for, r_for = edge_formula(U, gamma)
    assert abs(e_num / e_for - 1) < 1e-8
    assert abs(r_num / r_for - 1) < 1e-5
    assert 2 * e_num < min(U, gamma)

# Density of states on both sides of U/2, and without bias
for U in (0.2, 0.8):
    low = edge_formula(U, gamma)[0]
    for E in (low + 0.01*(U/2 - low), low + 0.6*(U/2 - low), 0.6*U, 1.5*U):
        assert abs(dos_numeric(E, U, gamma) / dos_formula(E, U, gamma) - 1) < 1e-5
assert abs(dos_numeric(0.02, 0.0, gamma) / dos_formula(0.02, 0.0, gamma) - 1) < 1e-6

# Exponent and prefactor at the edge
d1, d2 = 1e-5 * Em, 1e-4 * Em
n1, n2 = dos_numeric(Em + d1, bias, gamma), dos_numeric(Em + d2, bias, gamma)
exponent = np.log(n2 / n1) / np.log(d2 / d1)
prefactor = DEG * np.sqrt(W * Em / 2) / (2 * np.pi * hbar_v**2)
assert abs(exponent + 0.5) < 1e-3
assert abs(n1 * np.sqrt(d1) / prefactor - 1) < 1e-3

# Step at U/2 and the filling up to U/2
tiny = 1e-7
below, above = (dos_numeric(bias/2 + s*tiny, bias, gamma) for s in (-1, 1))
step = DEG * gamma**2 / (4 * np.pi * hbar_v**2 * bias)
assert abs((below - above) / step - 1) < 1e-3
outer = brentq(lambda e: float(conduction(e, bias, gamma)) - bias/2, eps0, 5.0)
filling = DEG * bias**2 / (4 * np.pi * hbar_v**2)
assert abs(DEG * outer**2 / (4 * np.pi * hbar_v**2) / filling - 1) < 1e-8

# Radial mass from the numerical curvature
h = 1e-4
curvature = (conduction(eps0+h, bias, gamma) - 2*conduction(eps0, bias, gamma)
             + conduction(eps0-h, bias, gamma)) / h**2
mass_v2 = gamma * W**1.5 / (2 * bias * (2*gamma**2 + bias**2))     # m v^2 in eV
assert abs(curvature * mass_v2 - 1) < 1e-4
mass = mass_v2 * const.e / velocity**2


# Thermally averaged density of states from a momentum sum
def thermal_dos(eps_grid, energies, mu, kT):
    u = np.clip((energies - mu) / (2 * kT), -300, 300)
    kernel = (1 / (4 * kT * np.cosh(u)**2)).sum(axis=-1).mean(axis=1)
    return DEG / (2*np.pi*hbar_v**2) * np.sum(eps_grid*kernel) * (eps_grid[1]-eps_grid[0])


to_cap = const.e * 1e18 * 100          # states/(eV nm^2) -> uF/cm^2
cold, warm = 4.2 * k_boltz, 300 * k_boltz
line = np.linspace(0, 1.5, 20001)
ideal = np.linalg.eigvalsh(hamiltonian(line, 0.0, bias, gamma))[:, None, :]
cq_cold = to_cap * thermal_dos(line, ideal, Em, cold)
cq_warm = to_cap * thermal_dos(line, ideal, Em, warm)
c_number = quad(lambda u: 2 / (4 * np.cosh(u*u/2)**2), 0, 10)[0]
cq_law = to_cap * prefactor * c_number / np.sqrt(cold)
assert abs(cq_cold / cq_law - 1) < 0.01      # next term is of order kT/Em

# Neglected couplings (rough typical values)
r3, r4, shift = 0.1, 0.05, 0.02


def ring_profile(a3, a4, s):
    e = np.linspace(0, 3 * eps0, 1501)
    th = np.linspace(0, np.pi / 3, 7)
    bands = np.linalg.eigvalsh(hamiltonian(e[:, None], th[None, :], bias, gamma, a3, a4, s))
    where = bands[..., 2].argmin(axis=0)
    return bands[..., 2].min(axis=0), bands[..., 1].max(axis=0), e[where]


assert np.ptp(ring_profile(0, 0, 0)[0]) < 1e-12
ratio = np.ptp(ring_profile(0.002, 0, 0)[0]) / np.ptp(ring_profile(0.001, 0, 0)[0])
assert abs(ratio - 2) < 0.02                 # pockets are of first order in r3
skew_spread = np.ptp(ring_profile(r3, 0, 0)[0])
cond, val, radii = ring_profile(r3, r4, shift)
full_gap = cond.min() - val.max()
saddle = cond.max()
saddle_radius = radii[cond.argmax()] / hbar_v

angles = (np.arange(60) + 0.5) * np.pi / 180         # midpoints of 1-degree intervals
coarse_angles = angles[1::3]                         # midpoints of 3-degree intervals
grid = np.linspace(0, 3 * eps0, 1001)
scan = np.linspace(-1e-3, 15e-3, 161)


def cold_peak(a3, a4, s, edge):
    th = angles if a3 else angles[:1]
    b = np.linalg.eigvalsh(hamiltonian(grid[:, None], th[None, :], bias, gamma, a3, a4, s))
    c = [to_cap * thermal_dos(grid, b[..., 2:3], edge + m, cold) for m in scan]
    return max(c), scan[int(np.argmax(c))]


peak_ideal, at_ideal = cold_peak(0, 0, 0, Em)
peak_full, at_full = cold_peak(r3, r4, shift, cond.min())
wide = np.linspace(0, 1.5, 1001)
full_bands = np.linalg.eigvalsh(hamiltonian(wide[:, None], coarse_angles[None, :], bias,
                                            gamma, r3, r4, shift))
cq_warm_full = to_cap * thermal_dos(wide, full_bands, cond.min(), warm)

# Screening at neutrality: excess electrons on the low-energy layer
t = (np.arange(4000) + 0.5) / 4000
e_map = gamma * t / (1 - t)
weight = DEG / (2*np.pi*hbar_v**2) * e_map * gamma / (1 - t)**2 / 4000
vec = np.linalg.eigh(hamiltonian(e_map, 0.0, bias, gamma))[1][:, :, :2]
prob = (abs(vec)**2).sum(axis=2)
polar = (prob[:, 2:].sum(axis=1) - prob[:, :2].sum(axis=1)) / 2
excess = np.sum(weight * polar)
near = e_map < 20
dU = 1e-3
tot = [np.linalg.eigvalsh(hamiltonian(e_map[near], 0.0, bias + s*dU, gamma))[:, :2].sum(axis=1)
       for s in (-1, 1)]
from_energy = np.sum(weight[near] * (tot[0] - tot[1]) / (2 * dU))
assert abs(from_energy / np.sum((weight * polar)[near]) - 1) < 1e-4
spacing, kappa, thickness = 0.335, 3.5, 10.0         # nm, -, nm (rough)
bare_field = bias / spacing                          # V/nm
screen_field = const.e / const.epsilon_0 * 1e9 * excess
needed = bare_field + screen_field
gate_cap = kappa * const.epsilon_0 / (thickness * 1e-9) * 100


# Tunnelling along the channel at normal incidence: complex eps inside the gap
def eps_complex(E):
    D = E**2 - Em**2
    return np.sqrt(eps0**2 + D + 1j * np.sqrt(-W * D))


# E is an eigenvalue of M exactly when M - E is singular. The smallest singular
# value stays accurate at E = 0, where two eigenvalues of M merge.
for E in (0.0, 0.5 * Em, -0.9 * Em):
    M = hamiltonian(0.0, 0.0, bias, gamma) + eps_complex(E)*hamiltonian(1.0, 0.0, 0.0, 0.0)
    assert np.linalg.svd(M - E * np.eye(4), compute_uv=False)[-1] < 1e-12
channel_field = 0.005                                # V/nm
action = 2 * quad(lambda E: eps_complex(E).imag, -Em, Em)[0] / (hbar_v * channel_field)

mobility = 5.0e4                                     # cm^2/Vs, rough
tau = mass * mobility * 1e-4 / const.e
broadening = const.hbar / (2 * tau) / const.e

hat = bias / 2 - Em
print(f"velocity v = {velocity:.2e} m/s; hbar*v = {hbar_v:.4f} eV nm")
print(f"dimer coupling gamma = {gamma:.3f} eV; bias U = {bias:.3f} eV")
print(f"W = {W:.4f} eV^2; sqrt(W) = {np.sqrt(W):.4f} eV")
print(f"gap Eg = {2*Em:.5f} eV = {2*Em*const.e/const.value('Hartree energy'):.6f} hartree")
print(f"gap by diagonalization = {2*edge_numeric(bias, gamma)[0]:.5f} eV")
print(f"edge energy Em = {Em*1e3:.3f} meV; U/2 = {bias*500:.3f} meV")
print(f"hat height U/2-Em = {hat*1e3:.3f} meV = k_B * {hat/k_boltz:.1f} K")
print(f"ring eps0 = {eps0:.5f} eV; k0 = {eps0/hbar_v:.4f} 1/nm")
print(f"radial mass = {mass/const.m_e:.4f} electron masses")
for U in (0.05, 0.8, 8.0):
    print(f"U = {U:.2f} eV: gap = {2*edge_formula(U, gamma)[0]:.5f} eV")
print(f"measured DOS exponent at the edge = {exponent:.5f}")
print(f"DOS prefactor A = {prefactor:.4f} eV^-1/2 nm^-2")
for d in (1e-4, 1e-3, 5e-3):
    print(f"DOS {d*1e3:.1f} meV above edge = {dos_formula(Em+d, bias, gamma):.3f} /(eV nm^2)")
print(f"DOS below, above U/2 = {below:.4f}, {above:.4f} /(eV nm^2)")
print(f"DOS step at U/2 (formula) = {step:.4f} /(eV nm^2)")
print(f"DOS at E=0 for U=0 = {DEG*gamma/(4*np.pi*hbar_v**2):.4f} /(eV nm^2)")
print(f"density filling ring band to U/2 = {filling*1e14:.3e} cm^-2")
print(f"thermal number c = {c_number:.5f}")
print(f"k_B T: 4.2 K = {cold*1e3:.3f} meV; 300 K = {warm*1e3:.2f} meV")
print(f"Cq at edge, 4.2 K: sum {cq_cold:.2f}, law {cq_law:.2f} uF/cm^2")
print(f"Cq at edge, 300 K: ideal {cq_warm:.2f}, full {cq_warm_full:.2f} uF/cm^2")
print(f"rough extras: v3/v = {r3}, v4/v = {r4}, dimer shift = {shift*1e3:.0f} meV")
print(f"ring energy spread, skew coupling only = {skew_spread*1e3:.2f} meV")
print(f"full model: gap = {full_gap:.5f} eV")
print(f"full model: saddle above pocket = {(saddle-cond.min())*1e3:.2f} meV")
print(f"full model: U/2 above saddle = {(bias/2-saddle)*1e3:.2f} meV")
print(f"full model: saddle radius = {saddle_radius:.4f} 1/nm")
print(f"4.2 K Cq peak, ideal = {peak_ideal:.1f} uF/cm^2 at edge {at_ideal*1e3:+.1f} meV")
print(f"4.2 K Cq peak, full = {peak_full:.1f} uF/cm^2 at edge {at_full*1e3:+.1f} meV")
print(f"rough mobility = {mobility:.0f} cm2/Vs: hbar/(2 tau) = {broadening*1e3:.3f} meV")
print(f"rough layer spacing = {spacing} nm; layer excess = {excess*1e14:.3e} cm^-2")
print(f"field between layers U/(e d) = {bare_field*10:.2f} MV/cm")
print(f"screening field = {screen_field*10:.2f} MV/cm")
print(f"needed displacement D/eps_vac = {needed*10:.2f} MV/cm")
print(f"rough insulator constant = {kappa}; its field = {needed*10/kappa:.2f} MV/cm")
print(f"gate capacitance, {thickness:.0f} nm insulator = {gate_cap:.4f} uF/cm^2")
print(f"gate/quantum capacitance at 4.2 K edge = {gate_cap/cq_cold:.5f}")
print(f"Eg/(2 k_B T) at 300 K = {Em/warm:.2f}; exp(-that) = {np.exp(-Em/warm):.4f}")
print(f"channel field = {channel_field*10:.3f} MV/cm: tunnel exponent = {action:.2f}")
print(f"tunnel factor exp(-exponent) = {np.exp(-action):.2e}")
print("done: every assertion held")
```

Printed output:

```
velocity v = 1.00e+06 m/s; hbar*v = 0.6582 eV nm
dimer coupling gamma = 0.400 eV; bias U = 0.200 eV
W = 0.2000 eV^2; sqrt(W) = 0.4472 eV
gap Eg = 0.17889 eV = 0.006574 hartree
gap by diagonalization = 0.17889 eV
edge energy Em = 89.443 meV; U/2 = 100.000 meV
hat height U/2-Em = 10.557 meV = k_B * 122.5 K
ring eps0 = 0.13416 eV; k0 = 0.2038 1/nm
radial mass = 0.0437 electron masses
U = 0.05 eV: gap = 0.04961 eV
U = 0.80 eV: gap = 0.35777 eV
U = 8.00 eV: gap = 0.39950 eV
measured DOS exponent at the edge = -0.49997
DOS prefactor A = 0.1390 eV^-1/2 nm^-2
DOS 0.1 meV above edge = 13.909 /(eV nm^2)
DOS 1.0 meV above edge = 4.431 /(eV nm^2)
DOS 5.0 meV above edge = 2.047 /(eV nm^2)
DOS below, above U/2 = 1.4694, 0.8817 /(eV nm^2)
DOS step at U/2 (formula) = 0.5878 /(eV nm^2)
DOS at E=0 for U=0 = 0.2939 /(eV nm^2)
density filling ring band to U/2 = 2.939e+12 cm^-2
thermal number c = 0.67372
k_B T: 4.2 K = 0.362 meV; 300 K = 25.85 meV
Cq at edge, 4.2 K: sum 79.04, law 78.85 uF/cm^2
Cq at edge, 300 K: ideal 8.93, full 7.59 uF/cm^2
rough extras: v3/v = 0.1, v4/v = 0.05, dimer shift = 20 meV
ring energy spread, skew coupling only = 10.77 meV
full model: gap = 0.16578 eV
full model: saddle above pocket = 6.97 meV
full model: U/2 above saddle = 2.63 meV
full model: saddle radius = 0.1333 1/nm
4.2 K Cq peak, ideal = 92.9 uF/cm^2 at edge +0.4 meV
4.2 K Cq peak, full = 53.5 uF/cm^2 at edge +7.0 meV
rough mobility = 50000 cm2/Vs: hbar/(2 tau) = 0.265 meV
rough layer spacing = 0.335 nm; layer excess = 4.147e+12 cm^-2
field between layers U/(e d) = 5.97 MV/cm
screening field = 7.50 MV/cm
needed displacement D/eps_vac = 13.47 MV/cm
rough insulator constant = 3.5; its field = 3.85 MV/cm
gate capacitance, 10 nm insulator = 0.3099 uF/cm^2
gate/quantum capacitance at 4.2 K edge = 0.00392
Eg/(2 k_B T) at 300 K = 3.46; exp(-that) = 0.0314
channel field = 0.050 MV/cm: tunnel exponent = 11.00
tunnel factor exp(-exponent) = 1.66e-05
done: every assertion held
```
